# Gaussian Line Displacements: Coherent Grating Orders and Diffuse Scattering: a program that tests the result

```python
# RESULT UNDER TEST
# Lines at x_n = n*d + u_n, with independent Gaussian u_n of variance sigma^2,
# scatter (single scattering) with mean intensity
#   |f(q)|^2 [ exp(-q^2 sigma^2) S_N(q) + N (1 - exp(-q^2 sigma^2)) ],
# S_N = sin^2(N q d/2) / sin^2(q d/2).  The coherent weight lost by all orders
# equals the diffuse weight integrated over all q if lines do not overlap.
# d: pitch, w: line width, b: Gaussian edge blur, f: form factor of one line,
# q: momentum transfer along the grating vector, N: number of lines.
# Lengths are in nm; the line density is dimensionless with plateau one.
import numpy as np
from scipy.integrate import quad
from scipy.special import erf

rng = np.random.default_rng(12345)
d, w, b, sigma, N = 32.0, 14.0, 1.0, 1.5, 400


def form(q, width=w, blur=b):
    return width * np.sinc(q * width / (2 * np.pi)) * np.exp(-(q * blur)**2 / 2)


def density(x, width=w, blur=b):
    scale = np.sqrt(2) * blur
    return 0.5 * (erf((x + width / 2) / scale) - erf((x - width / 2) / scale))


def interference(q, lines):
    return (np.sin(lines * q * d / 2) / np.sin(q * d / 2))**2


def lattice_sum(q, shifts):
    sites = np.arange(shifts.shape[1]) * d
    return np.exp(-1j * q * (sites + shifts)).sum(axis=1)


def agrees(samples, expected, limit=4.5):
    error = samples.std(ddof=1) / np.sqrt(len(samples))
    return abs(samples.mean() - expected) < limit * error


# Form factor from the density, and Gaussian phase average, by quadrature
x = np.linspace(-150, 150, 30001)
dx = x[1] - x[0]
for q in (0.1, 0.6, 1.3):
    transform = np.sum(density(x) * np.cos(q * x)) * dx
    assert abs(transform - form(q)) < 1e-8
    weight = np.exp(-x**2 / (2 * sigma**2)) / (np.sqrt(2 * np.pi) * sigma)
    phase_mean = np.sum(weight * np.cos(q * x)) * dx
    assert abs(phase_mean - np.exp(-(q * sigma)**2 / 2)) < 1e-10

# Mean density of a displaced line is a line with a larger edge blur
nodes, weights = np.polynomial.hermite.hermgauss(80)
probe = np.linspace(-20, 20, 81)
averaged = sum(g * density(probe - np.sqrt(2) * sigma * t)
               for t, g in zip(nodes, weights)) / np.sqrt(np.pi)
blur_total = np.hypot(b, sigma)
assert np.max(abs(averaged - density(probe, w, blur_total))) < 1e-7

# Mean intensity from explicit random gratings: at an order, between orders,
# and at a zero of the interference function, where only diffuse light remains
n_small, samples = 40, 20000
shifts = rng.normal(0, sigma, (samples, n_small))
q3 = 2 * np.pi * 3 / d
s3 = (q3 * sigma)**2
for fraction in (0.0, 0.5 / n_small, 5 / n_small, 0.37):
    q = 2 * np.pi * (3 + fraction) / d
    factor = np.exp(-(q * sigma)**2)
    s_n = n_small**2 if fraction == 0 else interference(q, n_small)
    expected = factor * s_n + n_small * (1 - factor)
    assert agrees(abs(lattice_sum(q, shifts))**2, expected)

# Correlated displacements: same coherent amplitude, different diffuse part
corr = 0.8
lag = abs(np.subtract.outer(np.arange(n_small), np.arange(n_small)))
root = np.linalg.cholesky(sigma**2 * corr**lag)
corr_sum = lattice_sum(q3, rng.normal(size=(samples, n_small)) @ root.T)
mean_sum = n_small * np.exp(-s3 / 2)
assert agrees(corr_sum.real, mean_sum)
corr_diffuse = np.exp(-s3) * np.sum(np.exp(s3 * corr**lag) - 1)
assert agrees(abs(corr_sum - mean_sum)**2, corr_diffuse)
corr_ratio = corr_diffuse / (n_small * (1 - np.exp(-s3)))
assert corr_ratio > 2

# Integrated weight of a narrow coherent peak; its error must fall as 1/N
limit_weight = 2 * np.pi / d * form(q3)**2 * np.exp(-s3)
peak_errors = []
for lines in (400, 800):
    count = 400000
    step = 2 * np.pi / d / count
    grid = q3 + (np.arange(count) + 0.5 - count / 2) * step
    value = form(grid)**2 * np.exp(-(grid * sigma)**2)
    peak = np.sum(value * interference(grid, lines)) * step / lines
    peak_errors.append(peak / limit_weight - 1)
assert abs(peak_errors[0]) < 0.02
assert abs(peak_errors[0] / peak_errors[1] - 2) < 0.1


# Autocorrelation of one line, from its real-space density
def overlap(distance, width, blur):
    return np.sum(density(x, width, blur)
                  * density(x + distance, width, blur)) * dx


# One displaced grating: integral over all q against the real-space value
c0 = overlap(0, w, b)
assert abs(c0 - (w - 2 * b / np.sqrt(np.pi))) < 1e-8
q_grid = np.arange(-2000, 2001) * 0.004
one = rng.normal(0, sigma, 20) + np.arange(20) * d
amplitude = form(q_grid) * np.exp(-1j * np.outer(one, q_grid)).sum(axis=0)
integral_one = np.sum(abs(amplitude)**2) * 0.004
assert abs(integral_one / (2 * np.pi * 20 * c0) - 1) < 1e-7


# Weights per line in each zone |q - 2 pi m/d| < pi/d
def balance(width, shift):
    orders = np.arange(51)
    q_m = 2 * np.pi * orders / d
    ideal = 2 * np.pi / d * form(q_m, width)**2
    coherent = ideal * np.exp(-(q_m * shift)**2)

    def diffuse_density(q):
        return form(q, width)**2 * (1 - np.exp(-(q * shift)**2))
    diffuse = np.array([quad(diffuse_density, c - np.pi / d, c + np.pi / d,
                             epsabs=1e-12)[0] for c in q_m])
    both_sides = np.where(orders == 0, 1, 2)
    totals = [np.sum(both_sides * v) for v in (ideal, coherent, diffuse)]
    return ideal, coherent, diffuse, totals


ideal, coherent, diffuse, totals = balance(w, sigma)
missing_total = totals[0] - totals[1]
assert abs(missing_total - totals[2]) < 1e-7
assert abs(totals[0] - 2 * np.pi * c0) < 1e-7
assert diffuse[0] > 0.1 and abs(ideal[0] - coherent[0]) < 1e-12

# Wide lines with large displacements: the overlap term must appear
w_wide, sigma_wide = 28.0, 4.0
wide_totals = balance(w_wide, sigma_wide)[3]
wide_missing = wide_totals[0] - wide_totals[1]
wide_gap = wide_missing - wide_totals[2]
wide_blur = np.hypot(b, sigma_wide)
overlap_term = 2 * np.pi * sum(
    2 * (overlap(n * d, w_wide, b) - overlap(n * d, w_wide, wide_blur))
    for n in (1, 2, 3))
assert abs(wide_gap - overlap_term) < 1e-6 and abs(wide_gap) > 0.1

# Spread of sigma inferred from order 3 of single finite gratings
trial = lattice_sum(q3, rng.normal(0, sigma, (5000, N)))
relative = abs(trial)**2 / N**2
inferred = np.sqrt(-np.log(relative)) / q3
spread_law = sigma * np.sqrt(2) * np.sinh(s3 / 2) / (s3 * np.sqrt(N))
# sampling error of a standard deviation here is 1 percent, plus 1/N terms
assert abs(inferred.std(ddof=1) / spread_law - 1) < 0.06
assert agrees(relative, np.exp(-s3) + (1 - np.exp(-s3)) / N)

# Two-valued displacements +sigma or -sigma, by explicit random gratings.
# At an order the real part is the same for both signs, so it has no scatter
# and must match to rounding; only the imaginary part fluctuates.
q5 = 2 * np.pi * 5 / d
signs = sigma * rng.choice([-1.0, 1.0], size=(samples, n_small))
two_sum = lattice_sum(q5, signs)
two_valued = np.cos(q5 * sigma)**2
assert np.max(abs(two_sum.real - n_small * np.cos(q5 * sigma))) < 1e-9
assert agrees(two_sum.imag, 0.0)
assert agrees(abs(two_sum)**2,
              n_small**2 * two_valued + n_small * (1 - two_valued))

print(f"pitch d = {d:.1f} nm, line width w = {w:.1f} nm")
print(f"edge blur b = {b:.1f} nm, displacement sigma = {sigma:.1f} nm")
print(f"number of lines N = {N}")
print("Per order: q (1/nm), q^2 sigma^2, intensity factor")
for m in range(6):
    q = 2 * np.pi * m / d
    s = (q * sigma)**2
    print(f"  m={m}: {q:.5f}  {s:.5f}  {np.exp(-s):.5f}")
print("Weights per line (nm): ideal, coherent, missing, diffuse in zone")
for m in range(6):
    print(f"  m={m}: {ideal[m]:.5f}  {coherent[m]:.5f}  "
          f"{ideal[m] - coherent[m]:.5f}  {diffuse[m]:.5f}")
print("Sums over all orders, both signs:")
print(f"  autocorrelation C(0) = {c0:.5f} nm")
print(f"  ideal weight = {totals[0]:.5f} nm")
print(f"  coherent weight = {totals[1]:.5f} nm")
print(f"  missing weight = {missing_total:.5f} nm")
print(f"  diffuse weight = {totals[2]:.5f} nm")
print(f"  diffuse share of total = {totals[2] / totals[0]:.5f}")
print(f"equivalent edge blur = {blur_total:.5f} nm")
ratio3 = (np.exp(s3) - 1) / N
print(f"diffuse/coherent intensity at m=3 = {ratio3:.6f}")
print(f"peak weight error, m=3, N=400: {peak_errors[0]:.6f}")
print(f"peak weight error, m=3, N=800: {peak_errors[1]:.6f}")
print(f"neighbour correlation = {corr:.1f}, lines = {n_small}")
print(f"  diffuse at m=3, correlated/independent = {corr_ratio:.4f}")
print(f"two-valued shifts: factor at m=5 = {two_valued:.5f}")
print(f"overlap case: w = {w_wide:.1f} nm, sigma = {sigma_wide:.1f} nm")
print(f"  missing weight = {wide_missing:.5f} nm")
print(f"  diffuse weight = {wide_totals[2]:.5f} nm")
print(f"  missing minus diffuse = {wide_gap:.5f} nm")
print(f"  real-space overlap term = {overlap_term:.5f} nm")
print(f"simulated gratings of {N} lines: {len(inferred)}")
print(f"  mean inferred sigma, m=3 = {inferred.mean():.4f} nm")
print(f"  simulated spread of sigma = {inferred.std(ddof=1):.4f} nm")
print(f"  predicted spread of sigma = {spread_law:.4f} nm")
print("all assertions hold")
```

Output:

```
pitch d = 32.0 nm, line width w = 14.0 nm
edge blur b = 1.0 nm, displacement sigma = 1.5 nm
number of lines N = 400
Per order: q (1/nm), q^2 sigma^2, intensity factor
  m=0: 0.00000  0.00000  1.00000
  m=1: 0.19635  0.08674  0.91691
  m=2: 0.39270  0.34698  0.70682
  m=3: 0.58905  0.78070  0.45808
  m=4: 0.78540  1.38791  0.24960
  m=5: 0.98175  2.16861  0.11434
Weights per line (nm): ideal, coherent, missing, diffuse in zone
  m=0: 38.48451  38.48451  0.00000  0.25004
  m=1: 18.85535  17.28868  1.56667  1.33517
  m=2: 0.63926  0.45184  0.18742  0.34303
  m=3: 1.10609  0.50668  0.59941  0.51915
  m=4: 0.34355  0.08575  0.25780  0.28827
  m=5: 0.09594  0.01097  0.08497  0.08555
Sums over all orders, both signs:
  autocorrelation C(0) = 12.87162 nm
  ideal weight = 80.87478 nm
  coherent weight = 75.18325 nm
  missing weight = 5.69153 nm
  diffuse weight = 5.69153 nm
  diffuse share of total = 0.07037
equivalent edge blur = 1.80278 nm
diffuse/coherent intensity at m=3 = 0.002958
peak weight error, m=3, N=400: -0.000426
peak weight error, m=3, N=800: -0.000213
neighbour correlation = 0.8, lines = 40
  diffuse at m=3, correlated/independent = 6.6249
two-valued shifts: factor at m=5 = 0.00961
overlap case: w = 28.0 nm, sigma = 4.0 nm
  missing weight = 11.43463 nm
  diffuse weight = 22.14223 nm
  missing minus diffuse = -10.70761 nm
  real-space overlap term = -10.70761 nm
simulated gratings of 400 lines: 5000
  mean inferred sigma, m=3 = 1.4997 nm
  simulated spread of sigma = 0.0544 nm
  predicted spread of sigma = 0.0544 nm
all assertions hold
```
